# How deep can a blind via be for 90 percent electroless uniformity?

**Question**

I want to put an electroless copper seed layer on the sidewall of a blind cylindrical via, 2.0 µm in diameter. At the start of deposition, the rate at the bottom must be above 90 percent of the rate at the mouth. How deep may the via be?

My rough bath data are a flat-surface rate of 10 nm/min, 0.040 mol/L of complexed copper, and a copper diffusivity of $5.0\times10^{-6}$ cm²/s. I take the reaction as first order in copper, with supply by diffusion alone, and I am told to neglect consumption at the base.

I wrote a diffusion equation with a sidewall sink and got a concentration falling as $e^{-mz}$. Setting $e^{-mL}=0.9$ gives about 2.2 µm, barely one diameter, which looks far too pessimistic. Three things confuse me. Is the exponential wrong? If the base consumes nothing, what does "the rate at the bottom" mean? And when is it safe to neglect the base?

**Answer**

Your differential equation is probably right, but the exponential does not satisfy the condition at the base. It describes a via whose base swallows copper much faster than the sidewall does. With a base that consumes nothing, the profile is a hyperbolic cosine and the permitted depth is several times larger.

**What is being compared**

Let $z$ run from the mouth, $z=0$, to the base, $z=L$. The radius is $a$, the diameter is $d=2a$, and $c(z)$ is the copper concentration. The sidewall consumes $kc$ moles per unit area and time, where $k$ has the unit of a velocity.

An inert base has no deposition rate of its own. The bottom rate is therefore the rate on the sidewall at its foot, $kc(L)$. The mouth rate is the rate on the sidewall at its top, $kc(0)$. The flat field outside the via is a different reference, treated further below.

"Initial" means after the concentration profile has settled but before the film has narrowed the via. I also assume still liquid, uniform temperature, the same $k$ over the whole sidewall, no ion migration, and enough of the other reactants that their concentrations hardly change.

**The balance on a slice**

Take a slice of thickness $dz$. The diffusive flux in the $+z$ direction is $-Dc'$, so the net diffusive gain of the slice is

$$
\pi a^2\left[-Dc'(z)+Dc'(z+dz)\right]=\pi a^2D\,c''\,dz .
$$

The sidewall area is $2\pi a\,dz$, so the loss is $2\pi a\,kc\,dz$. In a steady state the two are equal:

$$
\pi a^2D\,c''=2\pi a\,k\,c .
$$

Dividing by $\pi a^2D$ gives

$$
c''=m^2c,\qquad m^2=\frac{2k}{Da}=\frac{4k}{Dd}.
$$

The factor 4 is the wall area per unit volume, $4/d$, of a cylinder.

This uses one concentration per cross-section. The flux into the wall requires a radial gradient $kc/D$ there, so the relative variation across the radius is of order $ka/D$. The one-dimensional equation needs $ka/D\ll1$.

**The condition you missed**

The general solution contains both $e^{mz}$ and $e^{-mz}$. It is convenient to write it about the base:

$$
c(z)=A\cosh[m(L-z)]+B\sinh[m(L-z)].
$$

Its derivative is

$$
c'(z)=-mA\sinh[m(L-z)]-mB\cosh[m(L-z)],
$$

so $c'(L)=-mB$. An inert base passes no flux, which means $c'(L)=0$ and $B=0$. The mouth value $c(0)=c_0$ then fixes $A=c_0/\cosh(mL)$, and

$$
c(z)=c_0\frac{\cosh[m(L-z)]}{\cosh(mL)} .
$$

Because the reaction is first order with uniform $k$, the rate ratio equals the concentration ratio:

$$
\frac{\text{bottom rate}}{\text{mouth rate}}=\frac{1}{\cosh(mL)} .
$$

Your exponential instead has the flux $-Dc'(L)=Dm\,c(L)$ into the base. That is a base with rate constant $Dm$. For your numbers, worked out below, this is about 41 times the sidewall value.

**The greatest depth**

The hyperbolic cosine rises steadily with $L$, so the ratio falls steadily and the limit is reached at equality. Put $\varphi=mL$ and $\cosh\varphi=10/9$. With $y=e^{\varphi}$ this reads

$$
\frac12\left(y+\frac1y\right)=\frac{10}{9}
\quad\Rightarrow\quad
y^2-\frac{20}{9}y+1=0
\quad\Rightarrow\quad
y=\frac{10\pm\sqrt{19}}{9}.
$$

A positive depth needs $y>1$, hence the plus sign:

$$
\varphi_{\max}=\ln\frac{10+\sqrt{19}}{9}=0.46715 .
$$

Since $1/m=\tfrac12\sqrt{Dd/k}$,

$$
\boxed{L_{\max}=\frac12\sqrt{\frac{Dd}{k}}\;\operatorname{arcosh}\frac{10}{9}\approx0.234\sqrt{\frac{Dd}{k}}}
$$

The ratio is above 90 percent for $L<L_{\max}$ and equals 90 percent at $L_{\max}$.

For a hand check, use $\cosh\varphi\approx1+\varphi^2/2$. This gives $\varphi\approx\sqrt{2/9}=0.4714$, about 0.9 percent above the full value. It is too large because the omitted terms of the cosine series are positive.

The criterion also compares two times. Diffusion over the depth takes about $L^2/D$. The sidewall would use up the copper in a slice in about $a/(2k)$, the volume per wall area divided by $k$. Their ratio is

$$
\frac{L^2/D}{a/(2k)}=\frac{2kL^2}{Da}=\varphi^2 ,
$$

and it must stay below about 0.22.

**Your numbers**

First convert the growth rate to a copper flux. A rate of 10 nm/min is $1.667\times10^{-8}$ cm/s. With density 8.96 g/cm³ and molar mass 63.546 g/mol, and taking the deposit as dense copper,

$$
J=\frac{(1.667\times10^{-8})(8.96)}{63.546}
=2.35\times10^{-9}\ \text{mol cm}^{-2}\,\text{s}^{-1}.
$$

The concentration is $4.0\times10^{-5}$ mol/cm³, so

$$
k=\frac{2.35\times10^{-9}}{4.0\times10^{-5}}
=5.875\times10^{-5}\ \text{cm/s}.
$$

With $d=2.0\times10^{-4}$ cm,

$$
\sqrt{\frac{Dd}{k}}=
\sqrt{\frac{(5.0\times10^{-6})(2.0\times10^{-4})}{5.875\times10^{-5}}}
=4.126\times10^{-3}\ \text{cm},
$$

and therefore

$$
L_{\max}=0.23357\times4.126\times10^{-3}\ \text{cm}
=9.64\times10^{-4}\ \text{cm}=9.64\ \mu\text{m}.
$$

The aspect ratio is $L_{\max}/d=4.8$. The decay constant is $m=0.0485$ µm⁻¹, and your exponential condition gives $\ln(10/9)/m=2.2$ µm, as you found.

The radial parameter is $ka/D=1.2\times10^{-3}$, so one concentration per cross-section is a good approximation away from the mouth. As a test, the diffusion equation was also solved in both $r$ and $z$, with uniform concentration across the mouth. The depth at which the wall rate at the foot fell to 90 percent was 9.62 µm. A real mouth is not uniform: copper arrives from the liquid outside, and the rim is slightly richer than the centre, here by about 0.4 percent. Measured against the rate at the rim, the limit is then about 9.5 µm, roughly 1 percent below the formula.

The average over the sidewall is better than the bottom value:

$$
\frac{\bar c}{c_0}=\frac1L\int_0^L\frac{\cosh[m(L-z)]}{\cosh(mL)}\,dz
=\frac{\tanh\varphi}{\varphi}=0.933 .
$$

**How the limit scales**

With $D$ and $k$ fixed, $L_{\max}\propto\sqrt d$. A wider via may be deeper, but its permitted aspect ratio falls as $1/\sqrt d$:

| $d$ (µm) | $L_{\max}$ (µm) | $L_{\max}/d$ | limit with plating base (µm) |
|---:|---:|---:|---:|
| 1 | 6.81 | 6.81 | 6.57 |
| 2 | 9.64 | 4.82 | 9.15 |
| 5 | 15.24 | 3.05 | 14.04 |
| 10 | 21.55 | 2.15 | 19.20 |

The copper concentration does not appear in $L_{\max}$. At fixed $k$, adding copper raises the rates at the mouth and bottom by the same factor. If you instead hold the flat rate fixed while adding copper, then $k=J/c$ falls and the permitted depth grows as $\sqrt c$.

**When may the base be neglected?**

Suppose the base plates with the same $k$. Its condition is $-Dc'(L)=kc(L)$. In the general solution above, $A=c(L)$ and $c'(L)=-mB$, so $B=\varepsilon A$ with

$$
\varepsilon=\frac{k}{Dm}=\frac{Dm^2a/2}{Dm}=\frac{ma}{2},
$$

where $k=Dm^2a/2$ follows from the definition of $m$. Evaluating the solution at the mouth gives

$$
\frac{c(L)}{c(0)}=\frac{1}{\cosh\varphi+\varepsilon\sinh\varphi}.
$$

To solve for the depth, define $\eta=\operatorname{artanh}\varepsilon$. Then $\cosh\eta=1/\sqrt{1-\varepsilon^2}$ and $\sinh\eta=\varepsilon/\sqrt{1-\varepsilon^2}$, and the addition formula gives

$$
\cosh\varphi+\varepsilon\sinh\varphi
=\sqrt{1-\varepsilon^2}\,\cosh(\varphi+\eta).
$$

Setting this equal to $1/0.9$ yields

$$
mL=\operatorname{arcosh}\frac{1}{0.9\sqrt{1-\varepsilon^2}}-\operatorname{artanh}\varepsilon .
$$

For small $\varepsilon$ the first term changes only at order $\varepsilon^2$, while the second is $\varepsilon$. The depth is therefore shorter by about $\varepsilon/m=a/2$. This is reasonable: the base area $\pi a^2$ equals the area of a sidewall strip of height $a/2$.

So $ka/D\ll1$ is not enough to make the base negligible. You also need $a/(2L)\ll1$. Here $\varepsilon=0.024$ and the limit becomes 9.15 µm, a reduction of 0.49 µm, or 5 percent. If you kept the depth at 9.64 µm, the two-dimensional solution gives a ratio of 0.890 instead of 0.900.

That solution was compared with the formulas for diameters of 1, 2 and 10 µm, each with an inert and a plating base. The largest difference in limiting depth was 0.75 percent. All these cases hold the mouth concentration uniform. With the liquid outside included, the limit relative to the rim rate is about 3 percent below the formula for a 10 µm via with an inert base.

**If the flat field is the reference**

Copper must also diffuse through the liquid outside to reach the mouth, so $c_0$ lies below the field concentration $c_f$. The size of this drop can be bounded for an isolated via in still liquid, if the flux $q$ into the mouth is taken as uniform.

A point sink of strength $J_s$ on a flat boundary draws from a half-space. The flux through a hemisphere of radius $r$ is $J_s/(2\pi r^2)$, so the concentration is lowered by $J_s/(2\pi Dr)$. Sum such sinks over the mouth, using polar coordinates $(s,\theta)$ centred on any point of it:

$$
\Delta c=\frac{q}{2\pi D}\int_0^{2\pi}\!\!\int_0^{s(\theta)}\frac{s\,ds\,d\theta}{s}
=\frac{q}{2\pi D}\int_0^{2\pi}s(\theta)\,d\theta .
$$

Here $s(\theta)$ is the distance to the rim. Two opposite distances form a chord, which is at most $2a$ long. Pairing opposite directions bounds the integral by $2\pi a$, hence $\Delta c\le qa/D$. The flat field plates too, but its undisturbed consumption is already contained in $c_f$, and where the via depletes the copper the field consumes less, so the bound still holds. The outside liquid acts as an added diffusion length of at most $a$. A direct area sum gave $0.999a$ at the centre, $0.933a$ at half radius and $0.636a$ at the rim; the exact values are $a$, $0.934a$ and $2a/\pi=0.637a$, and the differences are grid error.

Taking the bound $a$, and using $q=-Dc'(0)=Dm\,c(L)\sinh\varphi$ for an inert base,

$$
\frac{c_f}{c(L)}=\frac{c_0+qa/D}{c(L)}=\cosh\varphi+ma\sinh\varphi .
$$

This is the plating-base formula with $\varepsilon=ma$. It gives a depth limit of at least 8.69 µm. Neighbouring vias would compete for copper and could lower it further.

**What if the rate law is not first order in copper alone?**

This is the largest uncertainty among the effects I sized. With formaldehyde as the reducing agent, the overall reaction is

$$
\text{Cu}^{2+}+2\,\text{HCHO}+4\,\text{OH}^-\to
\text{Cu}+\text{H}_2+2\,\text{HCOO}^-+2\,\text{H}_2\text{O}.
$$

Let reactant $i$ be used up $\nu_i$ times as fast as copper at every point of the wall. This is an assumption: once the film conducts, copper reduction and formaldehyde oxidation can proceed at different places, coupled through the metal, and the local balance may then fail. The slice balance gives $D_ic_i''=\nu_iDc''$, so $D_ic_i-\nu_iDc$ is linear in $z$. Its slope vanishes at the inert base, hence it is constant:

$$
D_i(c_{i0}-c_i)=\nu_iD(c_0-c).
$$

Write $u=c/c_0$. The fractional depletion of reactant $i$ is then $s_i(1-u)$, with $s_i=\nu_iDc_0/(D_ic_{i0})$. Take as rough inputs 0.10 mol/L formaldehyde with $D_i=1.2\times10^{-5}$ cm²/s, and 0.03 mol/L hydroxide with $D_i=5.0\times10^{-5}$ cm²/s. Then $s=0.333$ and 0.533. Neither reactant is in great excess.

Let $f(u)$ be the local rate divided by the mouth rate, so $f(1)=1$. With the mouth rate held fixed, the balance in the variable $x=mz$ is $u''=f(u)$. For small depletion the right side is nearly 1, which gives $1-u(L)\approx\varphi^2/2$. The rate then falls by about $f'(1)\varphi^2/2$. Setting this to 0.1,

$$
\varphi\approx\sqrt{\frac{0.2}{f'(1)}} .
$$

A rate that is more sensitive to depletion therefore permits less depth. Two cases, solved numerically without the small-depletion approximation, show the size of the effect:

- First order in copper, formaldehyde and hydroxide: $f'(1)=1+0.333+0.533=1.87$. The estimate is 6.8 µm and the full result 7.16 µm.
- Half order in copper alone: $f'(1)=0.5$. The estimate is 13.0 µm and the full result 13.28 µm.

In the first case the three diffusion equations were also solved together at the stated depth. They returned a rate ratio of 0.9 to within $10^{-5}$. The two depths are examples, not bounds.

**Other effects for this via**

Each item changes one thing and leaves the others as before, except that the hydrogen estimate also includes the boundary layer.

- *Stirred boundary layer.* A 50 µm layer lowers the copper concentration at a flat coupon by $k\times50\ \mu\text{m}/D=5.9$ percent. Dividing the flux by the bulk concentration then underestimates $k$. Correcting it multiplies the depth by $\sqrt{1-0.059}$, giving 9.35 µm.
- *Narrowing.* After 100 nm of film, $d$ is 1.8 µm and the limit for the rate ratio at that moment is 9.14 µm.
- *Temperature.* Since $L_{\max}\propto\sqrt{D/k}$, it falls on heating if $k$ has the larger activation energy. With rough values of 50 kJ/mol for $k$ and 20 kJ/mol for $D$, warming from 303 K to 313 K gives 7.97 µm. The mouth rate rises in this comparison.
- *Start-up.* The profile settles in a time of order $L^2/D=0.19$ s, during which about 0.03 nm grows at the flat rate. A 50 µm boundary layer outside takes several seconds to settle, during which just under 1 nm grows, but this slow drift changes the mouth and bottom rates almost in proportion. The "initial steady state" of their ratio is thus meaningful, provided the surface is uniformly active from the start.
- *Flow.* At a wall shear rate of 40 s⁻¹, the velocity scale at the mouth is shear rate times $d$. The Péclet number, shear rate times $d^2/D$, is 0.32. This overstates the effect on the bottom rate, because the flow dies out within about one diameter below the mouth. The number grows as $d^2$ and reaches 2 for a 5 µm via and 8 for a 10 µm via, so for wide vias the effect of flow should be checked, but a large number alone does not invalidate the depth limit.
- *Hydrogen.* One H₂ forms per copper atom. Take as rough inputs $D_H=5.0\times10^{-5}$ cm²/s for its diffusivity and 0.80 mmol/L for its solubility at 1 atm. The slice balance used for the reactants, with the sign reversed for a product, gives a rise inside the via of $D(c_0-c(L))/D_H=0.1\times4.0=0.40$ mmol/L. Hydrogen from the flat surface must also cross the 50 µm layer, which adds $J\times50\ \mu\text{m}/D_H=0.24$ mmol/L. A bath already saturated with hydrogen therefore leads to 1.44 mmol/L at the bottom, plus a little under 0.07 mmol/L from the liquid just outside the mouth, about 1.50 mmol/L in all. A bubble spanning a well-wetted via needs an extra pressure $2\gamma/a$. With surface tension $\gamma=0.07$ N/m this is $1.4\times10^5$ Pa, or 1.382 atm, on top of the ambient 1 atm. Solubility is proportional to pressure, so the bubble requires $0.80\times2.382=1.91$ mmol/L, and the estimate does not support it at this surface tension. Wetting agents can change that: below about 0.044 N/m the estimated hydrogen would be enough. Poor wetting or air trapped during filling is another matter.

**Beside a real process**

The example resembles seeding a small through-silicon via. Its plating rate is slow for electroless copper, and faster baths are less forgiving: at 50 nm/min, with concentration and diffusivity unchanged, $L_{\max}$ falls by $\sqrt5$ to 4.3 µm. A much deeper via is also harder to seed, even if it is somewhat wider. For a via 5 µm wide and 50 µm deep, an aspect ratio of 10, your bath data give $\varphi=0.467\times50/15.24=1.53$ and a ratio of only 0.41. Restoring 90 percent by slowing the reaction alone would need $k$ smaller by $(50/15.24)^2\approx11$. A catalysed base, rate laws other than first order, and additives that make $k$ vary with depth all break the assumptions. The first costs about 5 percent in your 2 µm via, and the two rate laws above move the limit by −26 and +38 percent. The effect of additives cannot be sized without their own kinetics.

For your via, 9.6 µm is the limit of the stated model. I would measure how the rate responds to copper, formaldehyde and hydroxide before using it as a process limit. The numerical output below lists the main inputs and results.

## Values computed for the example and the checks

```
Via diameter: 2.0 um
Flat-surface rate: 10.0 nm/min
Copper concentration: 0.040 mol/L
Copper diffusivity: 5.0e-06 cm2/s
Copper molar mass: 63.546 g/mol
Copper density: 8.96 g/cm3
Flat-surface copper flux: 2.350e-09 mol/cm2/s
Rate constant k: 5.875e-05 cm/s
Radial parameter k a/D: 1.18e-03 (no unit)
Decay constant m: 0.04848 1/um
arccosh(10/9): 0.46715; parabolic sqrt(2/9): 0.47140
Prefactor of sqrt(D d/k): 0.23357 (no unit)
L_max, formula: 9.636 um
L_max, two-dimensional solution: 9.624 um
Aspect ratio L_max/d: 4.82 (no unit)
Largest formula-2D depth difference, all cases: 0.75 %
Mean sidewall/mouth rate: 0.9331; 2D 0.9328
d =  1.0 um: L_max   6.81 um, aspect  6.81, plating base   6.57 um
d =  2.0 um: L_max   9.64 um, aspect  4.82, plating base   9.15 um
d =  5.0 um: L_max  15.24 um, aspect  3.05, plating base  14.04 um
d = 10.0 um: L_max  21.55 um, aspect  2.15, plating base  19.20 um
Plating base: depth limit 9.150 um
Plating base at L_max: 2D rate ratio 0.8904
Access length/a at centre, half radius, rim: 0.999, 0.933, 0.636
Outer field as reference: depth limit at least 8.691 um
Formaldehyde: 0.10 mol/L, D 1.2e-05 cm2/s
Hydroxide: 0.03 mol/L, D 5.0e-05 cm2/s
Relative depletion per copper depletion: formaldehyde 0.333, hydroxide 0.533
First order in all three: depth limit 7.16 um
Half order in copper only: depth limit 13.28 um
Boundary layer 50 um: copper drop 5.9 %, depth limit 9.35 um
After 100 nm film: depth limit 9.14 um
Bath 303 K; activation energies: k 50, D 20 kJ/mol
Bath 10 K warmer: depth limit 7.97 um
Settling time L_max^2/D: 0.186 s
Film grown in settling time: 0.031 nm
Shear 40 1/s: Peclet number at mouth 0.32 (no unit)
Hydrogen inputs: D 5.0e-05 cm2/s, solubility 0.80 mmol/L, surface tension 0.07 N/m
Hydrogen rise: via 0.40, boundary layer 0.24 mmol/L
Hydrogen at via bottom, saturated bath: 1.44 mmol/L
Hydrogen needed for via-spanning bubble: 1.91 mmol/L
```
